\section*{Holding an insulating surface at constant potential under ion bombardment}

\section{Problem}

An argon plasma faces a flat electrode covered by an insulating layer. Positive ions reach the exposed surface of the layer with current density $J=1\ \mathrm{mA/cm^2}$. The capacitance between this surface and the electrode is $C=100\ \mathrm{pF/cm^2}$. Since the ions cannot pass through the insulator, their charge stays on the surface.

All potentials are measured from the sheath edge, where the quasineutral plasma ends and the positively charged sheath begins. The surface is at $V_s$, the electrode at $V_e$. At $t=0$ both are at $-100$ V, so there is no voltage across the layer. The electron temperature, written as a voltage, is $T_e=3$ V, which means an energy $eT_e=3$ eV. The bias phase lasts $2\ \mu\mathrm{s}$.

\begin{enumerate}
\item What electrode waveform keeps $V_s$ constant, in sign and magnitude?
\item How fast does the surface drift if the waveform is wrong?
\item How negative must the surface be for the answer to hold?
\item What does the waveform do to the ion energies?
\item How is the waveform repeated, given that it cannot continue for ever?
\end{enumerate}

The model is one-dimensional, with a steady plasma and a collisionless sheath. The layer does not leak. Secondary electrons are left out at first and restored later. The sheath is taken as already formed at $t=0$.

\section{First estimate by scaling}

In a time $t$ the surface collects a charge $Jt$ per area. On a capacitance $C$ this charge makes a voltage of order $Jt/C$, so the only voltage rate that can be built from $J$ and $C$ is
\begin{equation}
\frac{J}{C}=\frac{10^{-3}\ \mathrm{A/cm^2}}{10^{-10}\ \mathrm{F/cm^2}}
=10^{7}\ \mathrm{V/s}=10\ \mathrm{V/\mu s}.
\end{equation}
The collected charge is positive and pushes the surface upwards. The electrode should therefore go down, at about this rate.

The estimate leaves one doubt. The surface also faces the plasma across the sheath, which is a second capacitor. A vacuum gap of about 1 mm has a capacitance $\varepsilon_0/s$ of roughly $1\ \mathrm{pF/cm^2}$, or one per cent of $C$. Scaling alone does not say whether this per cent enters the required ramp.

\section{Exact solution within the model}

\subsection{Charge balance at the surface}

Let $\sigma$ be the charge per area on the exposed surface. Gauss's law for a thin box enclosing it says that $\sigma$ equals the electric displacement leaving the box on its two sides.

On the electrode side there is no free charge inside the layer, so the field is uniform. The displacement from the surface towards the electrode is the permittivity times $(V_s-V_e)$ divided by the thickness, that is, $C(V_s-V_e)$. On the plasma side the surface is negative with respect to the sheath edge, so the field points into the surface. If its magnitude is $E$, the outward displacement is $-\varepsilon_0E$. Hence
\begin{equation}
\sigma=C(V_s-V_e)-\varepsilon_0E(V),\qquad V\equiv -V_s>0 .
\label{gauss}
\end{equation}
Writing $E$ as a function of the present sheath voltage $V$ assumes changes that are slow compared with the time the sheath needs to adjust.

Now differentiate in time. Because $dV/dt=-dV_s/dt$,
\begin{equation}
-\varepsilon_0\frac{dE}{dt}=-\varepsilon_0\frac{dE}{dV}\frac{dV}{dt}
=+C_s\frac{dV_s}{dt},\qquad C_s\equiv\varepsilon_0\frac{dE}{dV}.
\end{equation}
Charge conservation gives $d\sigma/dt=J$, so that
\begin{align}
J&=C\left(\frac{dV_s}{dt}-\frac{dV_e}{dt}\right)+C_s\frac{dV_s}{dt},\\
J+C\frac{dV_e}{dt}&=(C+C_s)\frac{dV_s}{dt},\\
\frac{dV_s}{dt}&=\frac{J+C\,dV_e/dt}{C+C_s}.
\label{drift}
\end{align}
The denominator is positive. The surface is therefore at rest if and only if the numerator vanishes:
\begin{equation}
\boxed{\frac{dV_e}{dt}=-\frac{J}{C}=-10\ \mathrm{V/\mu s}}
\label{ramp}
\end{equation}

The sheath capacitance has dropped out. A capacitor carries displacement current when its voltage changes, and the sheath voltage is constant here. The ion current $J$ crosses the sheath as moving charge and continues through the layer as displacement current $C\,d(V_s-V_e)/dt=J$. The generator has to carry this same current.

During the $2\ \mu\mathrm{s}$ phase the electrode goes from $-100$ V to $-120$ V while the surface stays at $-100$ V. The 20 V that appear across the layer are the voltage of the collected charge.

\subsection{The sheath capacitance and the wrong ramp}

To use Eq.~\eqref{drift} for other ramps we need $C_s$. Let $x$ be the distance from the sheath edge towards the surface, and let $-U(x)$ be the potential, so that $U(0)=0$ and $U(s)=V$. For a simple result, neglect the electrons in the sheath and the speed with which ions enter it. Then $\tfrac12Mv^2=eU$, and the ion charge density is $J/v=J\sqrt{M/(2eU)}$. Poisson's equation for the potential $-U$ becomes
\begin{equation}
\frac{d^2U}{dx^2}=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\;U^{-1/2}.
\end{equation}
Multiply by $dU/dx$ and integrate from the edge, where the field is taken as zero:
\begin{equation}
\frac12\left(\frac{dU}{dx}\right)^2=\frac{2J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\;U^{1/2}.
\end{equation}
Take the square root, divide by $U^{1/4}$ and integrate again up to $x=s$:
\begin{equation}
\frac43V^{3/4}=2\left(\frac{J}{\varepsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}s .
\end{equation}
Squaring and solving for $J$ gives the Child law,
\begin{equation}
J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\;\frac{V^{3/2}}{s^2}.
\end{equation}
For argon at $V=100$ V it gives $s=0.930$ mm.

The second integration also shows that $U\propto x^{4/3}$, so the field at the surface is $E=4V/(3s)$. At fixed $J$ the thickness grows as $V^{3/4}$, hence $E\propto V^{1/4}$ and
\begin{equation}
C_s=\varepsilon_0\frac{dE}{dV}=\varepsilon_0\frac{E}{4V}=\frac{\varepsilon_0}{3s}
=0.317\ \mathrm{pF/cm^2}.
\end{equation}
This is a third of the value $\varepsilon_0/s$ for a fixed gap. The motion of the sheath edge alone does not explain the difference: if the ions stayed in place, charge uncovered at the edge would still give $\varepsilon_0/s$, as in a depletion layer. The reduction comes from the ions. At a higher voltage they are faster at each distance from the surface, and therefore less dense.

With a flat electrode voltage, $dV_e/dt=0$, Eq.~\eqref{drift} gives
\begin{equation}
\frac{dV_s}{dt}=\frac{J}{C+C_s}=\frac{10\ \mathrm{V/\mu s}}{1.00317}=9.968\ \mathrm{V/\mu s}.
\end{equation}

A fuller sheath model tests these results. Let the ions enter at the Bohm speed $u_B=\sqrt{eT_e/M}=2.692$ km/s, and let the electron density fall as $n_s e^{-U/T_e}$, where $n_s=J/(eu_B)=2.32\times10^{10}\ \mathrm{cm^{-3}}$ is the density at the edge. The first integral of Poisson's equation is then
\begin{equation}
E^2=\frac{2}{\varepsilon_0}\int_0^V\left[\frac{J}{\sqrt{u_B^2+2eU/M}}-en_se^{-U/T_e}\right]dU .
\end{equation}
This field was evaluated by numerical integration and inserted in Eq.~\eqref{gauss}. A root search for the ramp that leaves the surface at $-100$ V after $2\ \mu\mathrm{s}$ returned $-10.0000\ \mathrm{V/\mu s}$. For a flat electrode the surface ended at $-80.08$ V, a mean drift of $9.961\ \mathrm{V/\mu s}$. Ramps of $-8$ and $-12\ \mathrm{V/\mu s}$ gave drifts of $+1.993$ and $-1.993\ \mathrm{V/\mu s}$, against $\pm1.994$ from Eq.~\eqref{drift} with the Child value of $C_s$.

The fuller model has $C_s=0.361\ \mathrm{pF/cm^2}$ at 100 V, 14\% above the Child value. Differentiating the integral shows why: $\varepsilon_0\,dE/dV$ equals the charge density at the surface divided by $E$. The entry speed hardly alters that density at 100 V, but entry speed and electrons both lower the charge nearer the edge, and so lower $E$. The drift barely notices, since $C_s$ is so small beside $C$.

The digits of these drifts serve to compare the formula with the fuller model; both hold the ion current at the surface fixed. In reality the sheath edge moves while the surface drifts. With $s\propto V^{3/4}$ its speed is $(3s/4V)\,|dV/dt|$, about 70 m/s for the flat electrode voltage. The edge then retreats towards the surface, in the direction of the ion flow, and takes in ions at a rate lower by roughly $70/2692$, or 3\%. The true drift, and with it the energy spread found below, is therefore lower by 2 to 3\%. A held surface has a resting sheath edge, so the holding ramp is not affected.

\subsection{How negative the surface must be}

So far $J$ was purely ionic. Electrons of mass $m$ with a Maxwell distribution reach the surface if their speed towards it exceeds $v_0=\sqrt{2eV/m}$. Their flux is
\begin{equation}
n_s\int_{v_0}^{\infty}v\,\sqrt{\frac{m}{2\pi eT_e}}\;e^{-mv^2/(2eT_e)}dv
=n_s\sqrt{\frac{eT_e}{2\pi m}}\;e^{-V/T_e},
\end{equation}
because the integrand is the derivative of $-\sqrt{eT_e/(2\pi m)}\,e^{-mv^2/(2eT_e)}$. Dividing by the ion flux $n_su_B$ gives the ratio of the electron current to the ion current,
\begin{equation}
r(V)=\sqrt{\frac{M}{2\pi m}}\;e^{-V/T_e}.
\end{equation}
The net current is $J(1-r)$, and the holding ramp becomes $-J(1-r)/C$.

At $V=100$ V the ratio is $3.6\times10^{-13}$, so electrons can be ignored. The ratio reaches 1\% at $V=27.85$ V. It equals one at
\begin{equation}
V_f=T_e\ln\sqrt{\frac{M}{2\pi m}}=14.04\ \mathrm{V}.
\end{equation}
This is the floating condition: the surface stays at rest with no ramp at all. Equation~\eqref{ramp} thus belongs to surfaces well below the floating potential. For this gas and temperature, about 28 V below the sheath edge suffices for one per cent accuracy. An energetic tail on the electron distribution would raise that figure.

\subsection{Ion energies}

If the surface is held, the sheath field is static and each ion conserves its energy. It enters with $\tfrac12Mu_B^2=\tfrac12eT_e$ and arrives with
\begin{equation}
W=e\left(V+\tfrac12T_e\right)=100+1.5=101.5\ \mathrm{eV},
\end{equation}
whatever its time of entry. In this model the spectrum is a single line.

With a flat electrode voltage the surface rises and later ions gain less. To see how much, twelve ions were followed through a Child-law field that kept pace with the drifting surface voltage. They entered at the Bohm speed, at equal intervals over the first $1.85\ \mu\mathrm{s}$. The first arrived at $0.090\ \mu\mathrm{s}$ with 101.16 eV, the last at $1.934\ \mu\mathrm{s}$ with 82.76 eV. The spread of 18.40 eV agrees with the drift rate times the span of arrival times, 18.37 V. The same ions in front of the held surface all arrived with 101.50 eV.

The first ion in the drifting case has slightly more energy than the surface voltage at its arrival suggests. That voltage is $100-9.961\times0.090=99.1$ V, which would give 100.6 eV. The difference follows from energy balance in a changing potential $\phi$:
\begin{equation}
\frac{d}{dt}\left(\tfrac12Mv^2+e\phi\right)=e\frac{\partial\phi}{\partial t}.
\end{equation}
While the surface drifts up, $\partial\phi/\partial t$ is positive throughout the sheath, so the ion gains total energy on its way. In effect it remembers the larger voltage of a moment earlier. The last ion has a nearly equal excess, which is why the spread is so well given by the drift alone.

\subsection{Repeating the waveform}

The ramp adds 20 V to the layer in each phase, corresponding to a charge $Jt=2.00\ \mathrm{nC/cm^2}$. Electrons must remove it before the next phase. The electrode is first raised by about 100 V, which brings the surface close to the sheath-edge potential. If no barrier for electrons remained, the electron current density would be
\begin{equation}
J\,r(0)=J\sqrt{\frac{M}{2\pi m}}=107.7\ \mathrm{mA/cm^2}.
\end{equation}
Ions still arrive, so the net electron charging is $106.7\ \mathrm{mA/cm^2}$, and the charge would be cancelled in
\begin{equation}
\frac{2.00\ \mathrm{nC/cm^2}}{106.7\ \mathrm{mA/cm^2}}\approx 19\ \mathrm{ns}.
\end{equation}
Meanwhile the electrode must rise by the remaining 20 V if the surface is to stay near zero. A final step of about $-100$ V brings the surface and the electrode close to their starting voltages. The sheath must then form again, and until it has done so the ion current departs from $J$, first below and then above it, with a net excess, and some ions arrive with less energy. Two effects leave the surface a little higher: the extra ion charge and the sheath field. If the reset ends with $\sigma=0$, Eq.~\eqref{gauss} shows that the field alone puts $\varepsilon_0E/C$, about 1 V, across the layer. The step must therefore be somewhat larger than 100 V if the surface is to settle at $-100$ V. The constant ramp holds the surface only after this interval. The 19 ns is too short, because some barrier remains. The ions hardly move in this time, so their density near the surface is still $n_su_B/v\approx0.12\,n_s$, whereas electrons streaming freely to the surface would have a density $n_s/2$. The excess negative charge forms a potential minimum of about 2 V or more in front of the surface, which cuts the electron current by a factor of about two or more and lengthens the reset to some 40 ns or more. The flux formula also assumes a full Maxwell distribution at the edge, which must adjust when fewer electrons return. In a real chamber the return path matters more. The electrons leaving through the electrode must be matched by ions reaching the grounded walls; otherwise the plasma potential rises and the barrier returns. If the walls have ten times the area of the electrode and receive the same ion current density, their steady ion current returns 10 mA per $\mathrm{cm^2}$ of electrode, and the reset takes a time of order $0.2\ \mu\mathrm{s}$. This is not a strict lower limit: while the plasma potential rises, the wall sheaths expand and take up part of the charge.

\section{Comparison of the estimate with the solution}

For the holding ramp, the scaling estimate has the right sign and a numerical factor of one. The doubt about the sheath is settled: $C_s$ has no influence on a surface that does not move.

For the drift under a flat electrode voltage, the same estimate $J/C$ is slightly too large. The solution is $J/(C+C_s)$, lower by 0.3 to 0.4\% here if $J$ at the surface is fixed. This agreement depends on $C\gg C_s$. If the layer were so thick that $C$ was no larger than $C_s$, Eq.~\eqref{drift} would predict a change larger than the whole sheath voltage within one ion transit. The slow sheath capacitance then no longer applies, and neither does the predicted drift. The holding ramp for an established sheath would still be $-J/C$, which grows as the layer becomes thicker. In the opposite limit of a very thin layer, $C\to\infty$, both rates go to zero and a flat bias serves well.

The numbers correspond roughly to pulsed-bias etching with a ceramic-coated electrode. With a rough relative permittivity of 9, $100\ \mathrm{pF/cm^2}$ is an alumina layer $80\ \mu\mathrm{m}$ thick. The assumption that moves the ramp most, among those sized here, is the absence of secondary electrons. Each emitted electron leaves a positive charge behind, so a yield $\gamma$ changes $J$ to $J(1+\gamma)$. A rough $\gamma=0.1$ requires $-11.0\ \mathrm{V/\mu s}$; keeping $-10\ \mathrm{V/\mu s}$ lets the surface rise by about $1\ \mathrm{V/\mu s}$, or 2 V per phase. Since the ramp is proportional to the net current, it has to follow any change of plasma density in the same proportion, as long as the electron temperature stays the same.

Other effects are smaller or act elsewhere. At the end of the ramp the layer field is 0.0025 MV/cm, forty times below a rough breakdown field of 0.1 MV/cm; any standing voltage across the layer must be included with its sign. With a rough resistivity of $10^{14}\ \Omega\,$cm, leakage is $2.5\times10^{-8}$ of the ion current. The ion transit time of $0.090\ \mu\mathrm{s}$, for a Child profile entered at the Bohm speed, is 4.5\% of the phase; in the fuller sheath model it is 0.11 to $0.15\ \mu\mathrm{s}$ when counted from $U=T_e$ to $T_e/2$. After a voltage step the steady-sheath model fails for longer than this, because the sheath edge settles at a speed comparable with $u_B$. The time is of order $s/u_B\approx0.35\ \mu\mathrm{s}$, a noticeable part of a $2\ \mu\mathrm{s}$ phase.

Collisions affect the spectrum more than the ramp. At 10 mTorr and 300 K, a rough charge-exchange cross-section of $5\times10^{-15}\ \mathrm{cm^2}$ gives a free path of about 6 mm, so about 14\% of the ions collide in the 0.930 mm Child sheath, and 18 to 20\% in the fuller sheath, which is 1.2 to 1.4 mm thick when counted from $U=T_e$ to $T_e/2$. Charge exchange turns a fast ion into a fast neutral and leaves a slow ion in its place. The positive current is preserved, and with it the ramp, but the new ion falls through only part of the sheath voltage. A held surface then gives a line at 101.5 eV with a tail towards lower energies. The ramp removes the broadening caused by surface charging; it cannot remove this tail.

The values used here are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
ion current density: 1 mA/cm2
insulator capacitance: 100 pF/cm2
electron temperature: 3 eV
surface below sheath edge: 100 V
ramp duration: 2 us
holding ramp, formula: -10.0000 V/us
holding ramp, field solution: -10.0000 V/us
electrode voltage at start: -100 V
electrode voltage at end: -120 V
surface voltage at end, ramped: -100.000 V
surface voltage at end, flat: -80.08 V
surface drift, flat, solved: 9.961 V/us
surface drift, flat, formula: 9.968 V/us
drift at ramp -8 V/us, solved: 1.993 V/us
drift at ramp -8 V/us, formula: 1.994 V/us
drift at ramp -12 V/us, solved: -1.993 V/us
drift at ramp -12 V/us, formula: -1.994 V/us
Bohm speed: 2.692 km/s
sheath-edge density: 2.32e+10 cm^-3
Child sheath thickness: 0.930 mm
sheath capacitance, Child: 0.317 pF/cm2
sheath capacitance, full field: 0.361 pF/cm2
floating sheath voltage: 14.04 V
sheath voltage for 1% electrons: 27.85 V
electron/ion current at surface: 3.6e-13
ion energy, held, lowest: 101.50 eV
ion energy, held, highest: 101.50 eV
ion energy, flat, lowest: 82.76 eV
ion energy, flat, highest: 101.16 eV
energy spread, flat, tracked: 18.40 eV
drift times arrival span: 18.37 V
first tracked arrival, flat: 0.090 us
last tracked arrival, flat: 1.934 us
ion transit time, held: 0.090 us
secondary yield (rough): 0.1
holding ramp with secondaries: -11.00 V/us
drift if secondaries ignored: 0.996 V/us
relative permittivity (rough): 9
alumina thickness: 79.7 um
layer voltage at end: 20.0 V
layer field at end: 0.0025 MV/cm
breakdown field (rough): 0.1 MV/cm
resistivity (rough): 1e+14 ohm cm
leakage/ion current at end: 2.5e-08
gas pressure: 10 mTorr
gas temperature: 300 K
charge-exchange section (rough): 5e-15 cm2
charge-exchange free path: 6.21 mm
ions colliding in sheath: 13.9 %
charge collected in ramp: 2.00 nC/cm2
random electron current: 107.7 mA/cm2
shortest electron reset: 18.8 ns
\end{verbatim}
